The Zemach correction to hyperfine splitting in hydrogenic S states, part 1

(Sections cited here and not found follow in the second part.)

Definitions and conventions

The algebra uses atomic units with Gaussian electromagnetism: ħ = m_e = e = 1 and c = 1/α. A lepton of mass m and charge −1 is bound in an nS state to a spin-1/2 nucleus of charge Z and mass M. The vector r runs from the centre of the nucleus to the lepton, the reduced mass is m_r = mM/(m+M), and the Bohr radius of the system is

a = 1/(Z m_r).

The nucleus is rigid. Its charge density is Zρ_E(r) and its magnetization is μρ_M(r), where μ is the total moment. Both ρ_E and ρ_M are spherical, non-negative, normalized to ∫ρ d³r = 1, and fall off at least exponentially beyond a size R ≪ a. Their rms radii are r_E and r_M, and p(s) = 4πs²ρ(s) is the radial probability. Fourier transforms are F̃(q) = ∫F(r) e^(−iq·r) d³r. The form factors are the transforms of the densities; the angular average of e^(−iq·r) gives

G(q) = ∫p(s) sin(qs)/(qs) ds = 1 − q²⟨r²⟩/6 + …  (1)

G_E and g_M are normalized to 1 at q = 0. The magnetic form factor in its usual normalization is G_M = μ̃ g_M, with μ̃ = G_M(0) the moment in nuclear magnetons (1 + κ for the proton). The moments are

μ_l = −(α/2m) σ_l,  μ = μ̃ (α/2m_p) σ_N,

where the lepton has g = 2 and α/2m_p is the nuclear magneton. With φ(r) = ∫ρ(r′)/|r−r′| d³r′, which obeys ∇²φ = −4πρ, the spin-independent Hamiltonian is p²/2m_r + V, with

V = −Zφ_E = V₀ + δV,  V₀ = −Z/r,  δV = Z/r − Zφ_E.

ψ₀ is the real normalized nS state in V₀, with ψ₀(0)² = 1/(πa³n³), and ψ is the corresponding state in V. The splitting E_hfs is E(F=1) − E(F=0) to first order in μ. The Zemach radius is

r_Z = ∬ρ_M(r) ρ_E(r′) |r−r′| d³r d³r′.  (2)

The statement, in Schrödinger–Pauli theory, is

E_hfs = E_F [1 + δ_Z + (4/3)(r_E/a)² ln(R/a) + O(R²/a²)],  δ_Z = −2r_Z/a,  (3)

r_Z = −(4/π) ∫₀^∞ (dq/q²) [G_E(q) G_M(q)/G_M(0) − 1].  (4)

Since 1/a = Zα m_r c/ħ in general units, δ_Z = −2Zα m_r r_Z for ħ = c = 1. The integral (4) is not over G_E G_M alone: it exists only if the value of the product at q = 0 is subtracted, and the division by G_M(0) makes that value 1 and fixes the normalization of r_Z. Recoil, nuclear excitation and radiative corrections are outside the model.

First derivation: the wave function inside the nucleus

The vector potential of the magnetization is A = ∫μρ_M(r′) × (r−r′)/|r−r′|³ d³r′. Because (r−r′)/|r−r′|³ = −∇(1/|r−r′|), this is A = μ × (−∇φ_M) = ∇φ_M × μ. For a constant vector μ, ∇×(F×μ) = (μ·∇)F − μ(∇·F), so

B_i = μ_j ∂_i∂_jφ_M − μ_i ∇²φ_M.

For a function of r alone, ∂_jφ = φ′r̂_j and ∂_i r̂_j = (δ_ij − r̂_i r̂_j)/r, hence

∂_i∂_jφ = (δ_ij/3)(φ″ + 2φ′/r) + (r̂_i r̂_j − δ_ij/3)(φ″ − φ′/r).

The first bracket is ∇²φ. The second tensor averages to zero over directions. An S-state density is spherical, so only the average matters at first order in μ:

⟨B⟩_angles = (1/3 − 1) μ ∇²φ_M = (8π/3) μ ρ_M(r).  (5)

The orbital coupling (α/m) A·p also drops out: A = (φ_M′/r) r×μ gives A·p = −(φ_M′/r) μ·L, which annihilates an S state. The A² term is second order in μ. What remains is

−μ_l·B → (8π/3)(α/2m)(α/2m_p) μ̃ ρ_M(r) σ_l·σ_N.

From F = (σ_l + σ_N)/2 and σ² = 3 follows σ_l·σ_N = 2F(F+1) − 3, which is +1 for F = 1 and −3 for F = 0. The difference is 4. For a point nucleus ⟨ρ_M⟩ = ψ₀(0)², which defines the Fermi energy,

E_F = 4 (8π/3)(α²μ̃/4m m_p) Z³m_r³/(πn³) = (8/3) α² Z³ m_r³ μ̃/(m m_p n³),  (6)

and in general

E_hfs/E_F = ∫ρ_M ψ² d³r / ψ₀(0)².  (7)

The problem is now to find ψ at r ~ R to first order in R/a, including its normalization.

Let u₀ = rψ₀/ψ₀(0), with unit slope at the origin and N = ∫u₀² dr = 1/(4πψ₀(0)²) = n³a³/4. Inserting u₀ = r + c₂r² + … in u₀″ = 2m_r(V₀ − E₀)u₀ and comparing the r⁰ terms gives 2c₂ = −2Zm_r. So u₀ = r(1 − r/a + O(r²/a²)) for every n, because E₀ first enters at the next order.

The moment of δV that sets all scales follows from φ_E = ∫p_E(s) ds/max(r,s), the shell theorem. Then δV = Z∫_{s>r} p_E(s)(1/r − 1/s) ds, and exchanging the order of integration,

∫₀^∞ δV r² dr = Z∫p_E(s) ds ∫₀^s (r − r²/s) dr = Z∫p_E(s) s²/6 ds = Z r_E²/6.  (8)

The first-order level shift is E₁ = ∫δV u₀² dr/N, so

2m_r E₁ N = (r_E²/3a)(1 + O(R/a)),  E₁ ≈ (2/3) Z⁴m_r³ r_E²/n³.  (9)

Let w = rδψ/ψ₀(0) be the first-order change of u. It obeys w″ − 2m_r(V₀−E₀)w = 2m_r(δV − E₁)u₀. Multiplying by u₀ and subtracting w times the equation for u₀ gives (u₀w′ − u₀′w)′ = 2m_r(δV − E₁)u₀². With w = u₀f the left side is (u₀²f′)′, and u₀²f′ vanishes at the origin, so below the first node of u₀

f′(r) = (2m_r/u₀²) ∫₀^r (δV − E₁) u₀² ds.  (10)

The E₁ term contributes −2m_rE₁r/3 ~ R²r/a⁴ at r ≪ a, and so changes f by R²r²/a⁴, which is negligible there.

To solve (10) at r ~ R, define W(r) = ∫ρ_E(r′)|r−r′| d³r′. Since ∇²r = r⁻²(r²)′ = 2/r, we have ∇²W = 2φ_E, and

(r²(W − r)′)′ = 2r²(φ_E − 1/r) = −2r²δV/Z.

Integrating from 0 gives (W − r)′ = −(2/Zr²)∫₀^r δV s² ds. Equation (10) with u₀ → r is m_rZ times the negative of this, so

f = −(W − r)/a + K + O(R²/a²)  for r ~ R,  (11)

with a constant K still unknown. The O(R²/a²) term comes from the factor 1 − 2r/a in u₀², which changes f′ by the relative amount R/a. If K were of order R/a it would compete with the effect sought, so it has to be determined.

The large-r form of W comes from the angular average of |r−s|. With c the cosine of the angle,

½∫₋₁¹ (r² + s² − 2rsc)^(1/2) dc = [(r+s)³ − |r−s|³]/(6rs) = r_> + r_<²/(3r_>),  (12)

where for r > s the numerator is 6r²s + 2s³. Outside the nucleus, W = r + r_E²/(3r), so W − r tends to zero.

For r ≫ R the potential δV has vanished and w obeys w″ − 2m_r(V₀−E₀)w = −2m_rE₁u₀. The only decaying homogeneous solution is u₀, so w = 2m_rE₁ y(r) + C u₀, where y is one fixed decaying solution with source −u₀ and knows nothing about the nucleus. By dimensions y = a³Y_n(r/a), and 2m_rE₁ = (4/3n³) r_E²/a⁴ from (9). For R ≪ r ≪ a, equation (10) has ∫₀^r δV u₀² = E₁N and 1/u₀² = r⁻²(1 + 2r/a + …), so

f′ = (r_E²/3a)[1/r² + 2/(ar) + O(1/a²)],

f = −r_E²/(3ar) + (2/3)(r_E/a)² ln(r/a) + K′.  (13)

Comparing with f = 2m_rE₁y/u₀ + C, the constant K′ is C plus a pure number times (r_E/a)². The first term of (13) shows that y tends to a constant at small r, so ∫u₀y dr converges at the origin. First-order normalization demands ∫u₀w dr = 0, which gives C = −2m_rE₁∫u₀y dr/N plus a correction from the region r ≲ R where w departs from the outer form. The first piece is of order (r_E²/a⁴)(a⁵/a³) = r_E²/a². The correction is of order R·(R²/a)·R/a³ = R⁴/a⁴. Thus K′ = O(R²/a²).

Forms (11) and (13) share the term −r_E²/(3ar) and must agree for r a few times R, where ln(r/a) = ln(R/a) + O(1). Therefore

K = (2/3)(r_E/a)² ln(R/a) + O(R²/a²).

The O(R/a) correction in (9) alters the 1/r term of (13) by R²/a² at r ~ R, without a logarithm. Second order in δV has the source δV f u₀, confined to the nucleus and smaller than the first-order source by f ~ R/a. The same steps give it a size R²/a² inside and a logarithm only at R³/a³. Collecting, with the terms ±r/a cancelling,

ψ(r)/ψ₀(0) = (1 − r/a)(1 + f) = 1 − W(r)/a + (2/3)(r_E/a)² ln(R/a) + O(R²/a²).  (14)

The cusp −r/a of the point nucleus is replaced by its average over the positions of the charge. Squaring (14), inserting in (7), and noting that ∫ρ_M W d³r is (2), we obtain (3). The linear term is independent of n because c₂ and the source in (11) are; n enters through the constants of order R²/a².

To turn (2) into a single integral, set x = r − r′ at fixed r′ and use ρ_E(r′) = ρ_E(−r′):

r_Z = ∫ρ_EM(x) |x| d³x,  ρ_EM(x) = ∫ρ_M(x − r″) ρ_E(r″) d³r″,

with r″ = −r′. The convolved density is spherical and normalized, and its transform factorizes into G_E g_M, as follows from writing e^(−iq·x) = e^(−iq·(x−r″)) e^(−iq·r″). The momentum form rests on one integral. Integrating by parts twice, with boundary terms that vanish at both ends,

∫₀^∞ (t − sin t)/t³ dt = ½∫₀^∞ (1 − cos t)/t² dt = ½∫₀^∞ (sin t)/t dt = π/4.

The last value holds because J(η) = ∫e^(−ηt) sin t/t dt has J′ = −1/(1+η²) and J(∞) = 0, so J = π/2 − arctan η and J(0) = π/2. Putting t = qx,

x = (4/π)∫₀^∞ (dq/q²)[1 − sin(qx)/(qx)].  (15)

Average (15) over ρ_EM. The integrand is non-negative, so the order of integration may be exchanged, and by (1) the average of sin(qx)/(qx) is G_E g_M. This is (4).

Second derivation: two exchanges at high momentum

The second route never constructs ψ(r). It expands the energy around the point nucleus and sorts the momentum integrals by scale: soft, q ~ 1/a, and hard, q ~ 1/R.

The magnetization current is c∇×(μρ_M), with transform c i q×μ g_M. In Coulomb gauge q²Ã = (4π/c) j̃, so Ã = 4πi g_M q×μ/q². Then, with q×(q×μ) = q(q·μ) − q²μ,

B̃ = i q×Ã = 4π g_M(q)[μ − q̂(q̂·μ)].

Between spherical states everything else depends on |q| only, the average of q̂_i q̂_j is δ_ij/3, and B̃ → (8π/3)μ g_M(q), the transform of (5). The spin algebra is as before, and (7) holds again. To first order in δV, ψ = ψ₀ + 𝒢′δVψ₀, with 𝒢′ = Σ′|k⟩⟨k|/(E₀ − E_k) the reduced Coulomb Green function, the sum omitting ψ₀. Equation (7) becomes 1 + δ_M + δ_E with

δ_M = ⟨ψ₀|ρ_M − δ³(r)|ψ₀⟩/ψ₀(0)²,  δ_E = 2⟨ψ₀|ρ_M 𝒢′ δV|ψ₀⟩/ψ₀(0)².

The factor 2 counts the two orders of the magnetic and electric interactions.

For δ_M let D(q) be the transform of ψ₀². By Parseval's relation,

δ_M = ∫d³q/(2π)³ [g_M(q) − 1] D(q)/ψ₀(0)².

The hard tail of D follows from the Schrödinger equation in momentum space, where Ṽ₀ = −4πZ/q²:

(p²/2m_r − E₀) ψ̃₀(p) = ∫d³k/(2π)³ [4πZ/(p−k)²] ψ̃₀(k).

For p ≫ 1/a the integral is dominated by soft k, where (p−k)² → p², and ∫ψ̃₀ d³k/(2π)³ = ψ₀(0). With E₀ negligible on the left, ψ̃₀(p) → 8πψ₀(0)/(ap⁴). D(q) is the convolution of ψ̃₀ with itself. At hard q one factor is soft and integrates to ψ₀(0) while the other carries q, and this happens in two ways:

D(q) → 16πψ₀(0)²/(aq⁴).

For 1s this can be read from the exact form. The transform of e^(−βr) is (4π/q) Im∫r e^(−(β−iq)r) dr = (4π/q) Im(β−iq)⁻² = 8πβ/(q²+β²)², and β = 2/a gives the tail above. For any n, ψ₀² is a polynomial times e^(−βr) with β = 2/(na), so D is a sum of β-derivatives of that expression and expands in even powers of 1/q; the term after the tail is of order 1/(a³q⁶). The error made by using the tail at all q is the integral of (g_M − 1)(D − tail). With g_M − 1 ≈ −q²r_M²/6 it behaves as ∫dq at small q and as ∫dq/q² at large q, so it is fixed by q ~ 1/a and is of order r_M²/a², with no logarithm. Using d³q/(2π)³ → q²dq/(2π²),

δ_M = (8/πa)∫₀^∞ (dq/q²)[g_M − 1] + O(R²/a²).  (16)

For δ_E the vertices are g_M(q) and δṼ(q) = −4πZ[G_E − 1]/q², from φ̃_E = 4πG_E/q². When the intermediate momentum is hard, both external ψ₀ act as ψ₀(0), and the kinetic energy q²/2m_r exceeds the binding energy by (qa)², so 𝒢′ → −2m_r/q²:

δ_E = 2∫d³q/(2π)³ g_M (−2m_r/q²)(−4πZ)[G_E − 1]/q² = (8/πa)∫₀^∞ (dq/q²) g_M[G_E − 1].  (17)

By (1) the integrand tends to the constant −r_E²/6 at small q. The soft region, of width 1/a, therefore contributes only r_E²/a² to (17), and the true soft contribution, in which δṼ is the constant (2π/3)Zr_E² and a is the only other scale, is of the same order. In the sum of (16) and (17) the terms ±g_M cancel:

δ_M + δ_E = (8/πa)∫₀^∞ (dq/q²)[G_E g_M − 1].  (18)

This is −2/a times (4). Identity (15) read backwards turns it into (2).

The corrections come from Coulomb exchanges inside 𝒢′ = 𝒢₀ + 𝒢₀V₀𝒢₀ + …, with 𝒢₀ = −2m_r/q². Each one adds a propagator, a potential and a loop, m_r q⁻² · Zq⁻² · q³ = 1/(aq), which is R/a in the hard region. The one-exchange term is of order R²/a² overall, and it receives equal contributions from every decade between 1/a and 1/R. In that range g_M → 1 and δṼ → (2π/3)Zr_E², so

δ_log = 2 (2π/3)Zr_E² ∫d³p/(2π)³ ∫d³k/(2π)³ (−2m_r/p²)(−4πZ/(p−k)²)(−2m_r/k²).

The k integral is the convolution of 1/k² with itself. The inverse transform of 1/k² is 1/(4πr), so the convolution is the transform of 1/(16π²r²), namely (1/4π)∫sin(pr)/(pr) dr = 1/(8p). The three signs give −1, and the constants are 2·(2π/3)·4·4π = 64π²/3 times Z²m_r²r_E², multiplied by (1/8)(1/2π²)∫dp/p:

δ_log = −(4/3)(r_E/a)² ∫dp/p = −(4/3)(r_E/a)² ln(a/R) + O(R²/a²).

This is the logarithm of (3). Two exchanges give ∫dp/(ap²), which is soft. Corrections to ψ₀ → ψ₀(0) and second order in δV each add one hard factor R/a to a hard integral. All of these are O(R²/a²).

Two derivations, one from the wave function inside the nucleus and one from momentum space, have now given both the linear term δ_Z = −2r_Z/a and the logarithm of (3). What remains is to explain the subtraction in (4), examine the use of a Schrödinger propagator at high momentum, compare the assumptions of the two routes, and give bounds, closed forms, numerical tests and the examples of hydrogen and muonic hydrogen.
